# The excitonic instability of a semiconductor: gap equation and Wannier equation

## Definitions and conventions

A semiconductor has a filled valence band and an empty conduction band, with operators \(b_k\) and \(a_k\). Each momentum is measured from the extremum of its own band, so the gap may be direct or indirect. There is one spin channel, the temperature is zero, and units are Gaussian. The Hamiltonian is

\[
H=\sum_k\left(e^c_k a_k^\dagger a_k+e^v_k b_k^\dagger b_k\right)+\frac{1}{2\Omega}\sum_{q\neq0}V(q)\sum_{kk'\lambda\lambda'}\lambda^\dagger_{k+q}\lambda'^\dagger_{k'-q}\lambda'_{k'}\lambda_k ,
\]

where \(\lambda,\lambda'\) run over \(a,b\), \(\Omega\) is the volume and \(V(q)=4\pi e^2/(\epsilon q^2)\), with a fixed dielectric constant \(\epsilon\). The \(q=0\) term is cancelled by the neutralizing background. The interaction conserves the number of electrons in each band: terms that create pairs or exchange an electron between bands are dropped.

Write \(V_{kk'}=V(k-k')/\Omega\) for \(k\ne k'\) and \(V_{kk}=0\). All \(V_{kk'}\ge0\), and for large \(\Omega\) the sum \(\sum_{k'}V_{kk'}f_{k'}\) becomes \(\int\frac{d^3k'}{(2\pi)^3}V(k-k')f_{k'}\). The energy needed to move an electron from valence to conduction state \(k\), before the attraction to its hole is counted, is

\[
D_k=e^c_k-e^v_k+\sum_{k'}V_{kk'}=E_g+\frac{\hbar^2k^2}{2\mu},\qquad \frac1\mu=\frac1{m_c}+\frac1{m_v}. \tag{1}
\]

The sum is the exchange energy lost when an electron leaves the filled valence band; both derivations below produce it. Thus \(E_g\) is the quasiparticle gap of the semiconductor. The parabolic form assumes that only momenta near the extrema matter.

The Wannier operator acts on a pair amplitude \(\varphi_k\) as

\[
(H_X\varphi)_k=\frac{\hbar^2k^2}{2\mu}\varphi_k-\sum_{k'}V_{kk'}\varphi_{k'} . \tag{2}
\]

Its lowest eigenvalue is called \(-E_B\). In real space \(H_X=-\hbar^2\nabla^2/2\mu-e^2/(\epsilon r)\). For \(\psi=e^{-r/a}\) one has \(\nabla^2\psi=(1/a^2-2/(ar))\psi\). The \(1/r\) terms of \(H_X\psi\) cancel if \(\hbar^2/(\mu a)=e^2/\epsilon\), and the constant term is then the eigenvalue:

\[
a=\frac{\epsilon\hbar^2}{\mu e^2},\qquad E_B=\frac{\hbar^2}{2\mu a^2}=\frac{\mu e^4}{2\epsilon^2\hbar^2}. \tag{3}
\]

The function has no node, so it is the ground state. Its normalized Fourier transform is \(\varphi_k=8\sqrt{\pi a^3}/(1+k^2a^2)^2\).

The result to be derived is that, for \(E_g>0\), the semiconductor is unstable to electron-hole pairing when \(E_B>E_g\). Two derivations follow.

## First derivation: the gap equation

**Energy of a paired state.** Mix the two bands at each \(k\):

\[
|\Psi\rangle=\prod_k\left(u_kb_k^\dagger+v_ka_k^\dagger\right)|0\rangle,\qquad u_k=\cos\theta_k,\quad v_k=\sin\theta_k .
\]

The semiconductor is \(v_k=0\). The averages are \(\langle a_k^\dagger a_k\rangle=v_k^2\), \(\langle b_k^\dagger b_k\rangle=u_k^2\) and \(\langle b_k^\dagger a_k\rangle=u_kv_k\); averages between different momenta vanish. Since \(|\Psi\rangle\) is a single determinant, Wick's theorem splits each interaction term into a direct and an exchange product. The direct product needs \(q=0\), which is absent. The exchange product needs \(k'=k+q\) and has a minus sign. With primes denoting \(k'\), the interaction energy is

\[
-\tfrac12\sum_{kk'}V_{kk'}\left(v^2v'^2+u^2u'^2+2uv\,u'v'\right).
\]

Insert \(u^2u'^2=1-v^2-v'^2+v^2v'^2\) and subtract the value at \(v=0\). The terms linear in \(v^2\) give \(+\sum_kv_k^2\sum_{k'}V_{kk'}\), which is the exchange term in (1). The energy above the semiconductor is therefore

\[
W=\sum_kD_kv_k^2-\sum_{kk'}V_{kk'}\left(v_k^2v_{k'}^2+u_kv_k\,u_{k'}v_{k'}\right). \tag{4}
\]

**Gap equation.** Use \(d(v^2)/d\theta=\sin2\theta\) and \(d(uv)/d\theta=\cos2\theta\). Each \(\theta_k\) occurs twice in the double sum, so \(\partial W/\partial\theta_k=0\) reads

\[
\Big(D_k-2\sum_{k'}V_{kk'}v_{k'}^2\Big)\sin2\theta_k=2\cos2\theta_k\sum_{k'}V_{kk'}u_{k'}v_{k'} .
\]

Define

\[
2\xi_k=D_k-2\sum_{k'}V_{kk'}v_{k'}^2,\qquad \Delta_k=\sum_{k'}V_{kk'}u_{k'}v_{k'},\qquad E_k=\sqrt{\xi_k^2+\Delta_k^2}.
\]

Then \(\xi_k\sin2\theta_k=\Delta_k\cos2\theta_k\), so \((\sin2\theta_k,\cos2\theta_k)=\pm(\Delta_k,\xi_k)/E_k\). The second derivative with respect to \(\theta_k\) is \(4(\xi_k\cos2\theta_k+\Delta_k\sin2\theta_k)=\pm4E_k\), and a minimum requires the upper sign. Hence \(u_kv_k=\tfrac12\sin2\theta_k=\Delta_k/(2E_k)\), and

\[
\Delta_k=\sum_{k'}V_{kk'}\frac{\Delta_{k'}}{2E_{k'}} . \tag{5}
\]

**Linearization.** For small \(\Delta\), \(v_k^2=\tfrac12(1-\xi_k/E_k)\) is of second order. The exchange shift in \(\xi_k\) is then also of second order. Because \(D_k>0\) for every \(k\), both \(2\xi_k\) and \(2E_k\) may be replaced by \(D_k\):

\[
\Delta_k=\sum_{k'}V_{kk'}\frac{\Delta_{k'}}{D_{k'}} . \tag{6}
\]

Set \(\varphi_k=\Delta_k/D_k\), which is \(u_kv_k\) to first order. Equation (6) becomes \(D_k\varphi_k=\sum_{k'}V_{kk'}\varphi_{k'}\), that is,

\[
\frac{\hbar^2k^2}{2\mu}\varphi_k-\sum_{k'}V_{kk'}\varphi_{k'}=-E_g\,\varphi_k . \tag{7}
\]

This is the Wannier equation with energy \(-E_g\). As \(E_g\) is lowered from a large value, a solution first appears at \(E_g=E_B\). There \(D_k=E_B(1+k^2a^2)\), so the emerging order parameter has the shape \(\Delta_k=D_k\varphi_k\propto1/(1+k^2a^2)\).

The approach to this point can be followed through the largest eigenvalue \(\Lambda\) of the kernel in (6), defined by \(\sum_{k'}V_{kk'}\Delta_{k'}/D_{k'}=\Lambda\Delta_k\). With \(\varphi=\Delta/D\) this is a Wannier equation at energy \(-E_g\) with \(e^2\) replaced by \(e^2/\Lambda\). Since the binding energy varies as \(e^4\), \(E_g=E_B/\Lambda^2\), or

\[
\Lambda=\sqrt{E_B/E_g}. \tag{8}
\]

**Which side is unstable.** A solution of a linearized equation marks a possible branching point; the energy decides the direction. To second order in \(v\), (4) is

\[
W_2=\sum_kD_kv_k^2-\sum_{kk'}V_{kk'}v_kv_{k'}=\langle v|H_X+E_g|v\rangle .
\]

For \(v\) proportional to the exciton ground state, \(W_2=(E_g-E_B)N\), where \(N=\sum_kv_k^2\) is the number of pairs. If \(E_B>E_g\), a small admixture lowers the energy.

Conversely, no paired state of this form lies below the semiconductor when \(E_g\ge E_B\), whatever its amplitude. Allow a phase \(\chi_k\) on \(v_k\); the last term in (4) then acquires a factor \(\cos(\chi_k-\chi_{k'})\). With \(f_k=|\sin\theta_k|\) and \(g_k=|\cos\theta_k|\), the bracket multiplying \(V_{kk'}\) is at most

\[
f_kf_{k'}\left(f_kf_{k'}+g_kg_{k'}\right)\le f_kf_{k'},
\]

because the parenthesis is the scalar product of two unit vectors. As \(V_{kk'}\ge0\),

\[
W\ge\langle f|H_X+E_g|f\rangle\ge(E_g-E_B)N . \tag{9}
\]

This excludes a discontinuous transition before \(E_g=E_B\) within the class of states considered.

## Second derivation: the energy of one pair

This route uses neither an order parameter nor a mean-field state. Let \(|F\rangle\) be the filled valence band, with energy \(E_F\), and consider the states \(|k\rangle=a_k^\dagger b_k|F\rangle\). The action of \(H\) on them has three parts.

1. The one-body terms change the energy by \(e^c_k-e^v_k\).

2. The valence electrons interact among themselves. Two of them, at \(p\) and \(p'\), could scatter into the one empty state \(k\) and one of the states they vacate. Momentum conservation, for example \(p+p'=k+p'\), would require \(p=k\), but \(k\) is empty. Only the exchange energy remains. For the full band it is \(-\tfrac12\sum_{pp'}V_{pp'}\), and removing \(k\) raises it by \(\sum_{p}V_{kp}\).

3. The conduction electron goes from \(k\) to \(k'=k+q\) while a valence electron loses \(q\). That electron must fill the hole at \(k\), so it comes from \(k'\). The two assignments of \(\lambda,\lambda'\) cancel the factor \(\tfrac12\), and the operator is \(V_{kk'}\,a_{k'}^\dagger b_k^\dagger b_{k'}a_k\). Its action is
\[
a_{k'}^\dagger b_k^\dagger b_{k'}a_k\,a_k^\dagger b_k|F\rangle
=a_{k'}^\dagger b_k^\dagger b_{k'}b_k|F\rangle
=-a_{k'}^\dagger b_k^\dagger b_kb_{k'}|F\rangle=-|k'\rangle .
\]
The minus sign, from exchanging two fermion operators, is the electron-hole attraction.

Together,

\[
(H-E_F)|k\rangle=D_k|k\rangle-\sum_{k'}V_{kk'}|k'\rangle . \tag{10}
\]

The states \(|k\rangle\) are closed under \(H\). For \(\sum_k\varphi_k|k\rangle\), the eigenvalue equation is \((H_X+E_g)\varphi=\mathcal E\varphi\), and its lowest eigenvalue is

\[
\mathcal E_{\min}=E_g-E_B . \tag{11}
\]

This is an exact excitation energy of the model Hamiltonian. If \(E_B>E_g\), a state with one exciton lies below the filled valence band, which therefore cannot be the ground state. At \(\mathcal E_{\min}=0\), the one-pair equation coincides with (7): the linearized gap equation is the condition that an exciton costs no energy.

## What each derivation assumes

Both derivations use the same Hamiltonian, and so share its limits. The dielectric constant is fixed; if it changes with the gap, \(E_B\) must be evaluated at the gap in question, and an onset requires \(E_B(E_g)=E_g\). This equation may have no solution. Take \(\epsilon=\epsilon_\infty+A/E_g\) at fixed \(\mu\), and \(R=\mu e^4/2\hbar^2\). Then \(E_B\) falls as \(E_g^2\) at small gaps, and the condition reads \(RE_g=(\epsilon_\infty E_g+A)^2\), which has no real root when \(R<4\epsilon_\infty A\). The effective-mass form needs \(a\) to be large compared with the lattice spacing. The dropped interband terms would alter the pair operator.

The gap equation assumes in addition that the state is a product over \(k\) of band mixtures. In return it gives a mean-field description of the phase beyond the onset, and (9) makes the criterion both necessary and sufficient within that class.

The one-pair calculation needs no such assumption, so \(E_B>E_g\) is a sufficient condition for instability of the model. It does not identify the new ground state, and it does not show that the condition is necessary. If, once spin is included, two excitons bind with energy \(E_{2}>0\), the two-pair state costs \(2(E_g-E_B)-E_2\). This becomes negative already at \(E_g<E_B+E_2/2\), before the mean-field onset. In the same way, a dense electron-hole liquid bound by more than \(E_B\) per pair lies outside the class covered by (9) and would appear discontinuously at a larger gap.

As criteria for pairing, both arguments also need \(E_g>0\). For a semimetal, \(E_g<0\), \(D_k\) vanishes on the surface \(\hbar^2k^2/2\mu=|E_g|\). The normal state then contains electrons and holes, the filled valence band is no longer the reference state, and the division by \(D_k\) that leads to (7) is not allowed.

## Just below the onset

Since \(uv=v-\tfrac12v^3+\dots\) for small \(v\), the fourth-order part of (4) is

\[
W_4=\sum_{kk'}V_{kk'}\left[\tfrac12(v^3v'+vv'^3)-v^2v'^2\right]=\tfrac12\sum_{kk'}V_{kk'}\,vv'(v-v')^2 .
\]

It is positive for the nodeless exciton state, so the excitons repel in this approximation. Put \(v_k=\sqrt n\,\varphi_k\), where \(n\) is the pair density. Changes of shape are of order \(n^{3/2}\) and affect the energy only at order \(n^3\). Thus \(W/\Omega=(E_g-E_B)n+cn^2\), where \(c\) is the difference of two integrals.

In the first, (7) at onset gives \(\int V\varphi'=E_B(1+k^2a^2)\varphi\). With \(x=ka=\tan t\),

\[
E_B\!\int\!\frac{d^3k}{(2\pi)^3}(1+k^2a^2)\varphi^4=2048\,E_Ba^3\!\int_0^\infty\!\frac{x^2dx}{(1+x^2)^7}=21\pi E_Ba^3 ,
\]

since the last integral is \(\int_0^{\pi/2}(\cos^{10}t-\cos^{12}t)\,dt=21\pi/2048\).

The second contains the Fourier transform of \(\varphi^2\), which is the overlap \(S\) of two 1s functions a distance \(r=xa\) apart. In elliptic coordinates,

\[
S=\frac{x^3}{2}\int_1^\infty\!\left(s^2-\tfrac13\right)e^{-xs}ds=e^{-x}\left(1+x+\tfrac{x^2}{3}\right).
\]

With \(e^2/(\epsilon a)=2E_B\), the second integral is

\[
8\pi E_Ba^3\int_0^\infty xS^2dx=8\pi E_Ba^3\left(\tfrac14+\tfrac12+\tfrac58+\tfrac12+\tfrac5{24}\right)=\tfrac{50\pi}{3}E_Ba^3 .
\]

Hence \(c=\tfrac{13\pi}{3}E_Ba^3\). Minimizing over \(n\) gives, to leading order in \(\delta=1-E_g/E_B\),

\[
na^3=\frac{3\delta}{26\pi},\qquad \frac{W}{n\Omega}=-\frac{E_B\delta}{2}. \tag{12}
\]

The density starts continuously from zero, and \(\Delta_k\propto\sqrt n\) grows as \(\sqrt\delta\).

The quasiparticle bands do not touch at the onset. Their separation at fixed \(k\) is \(2E_k\), the splitting of a two-level matrix with diagonal elements \(\pm\xi_k\) and off-diagonal element \(-\Delta_k\). At \(k=0\), \(\Delta_0^2=64\pi na^3E_B^2\), and the exchange shift of \(2\xi_0\) is \(-2n\cdot8\pi E_Ba^3\int_0^\infty xS\,dx=-80\pi na^3E_B\). Expanding the square root,

\[
2E_0\simeq2\xi_0+\frac{2\Delta_0^2}{E_B}=E_B\left(1-\delta+48\pi na^3\right)=E_B\left(1+\tfrac{59}{13}\delta\right). \tag{13}
\]

The separation equals \(E_B\) at onset and then increases, although \(E_g\) decreases. For unequal masses the smallest separation between states at different \(k\) can be less than this.

## Worked example

For an indirect gap, take the round parameters \(m_c=0.4\,m\), \(m_v=0.6\,m\) and \(\epsilon=10\). (At a dipole-allowed direct gap of some tens of meV, the coupling between the two bands would make the masses far smaller.) These are model values, not those of a particular material: each band has one isotropic valley and one spin channel, the temperature is zero, and \(\epsilon\) is held fixed while the gap is varied. Then \(\mu/m=0.4\times0.6/1.0=0.24\), \(\hbar^2/2\mu=158.75\) meV nm² and \(e^2/\epsilon=144.00\) meV nm. From (3),

\[
a=\frac{2\times158.75}{144.00}\ \text{nm}=2.205\ \text{nm},\qquad
E_B=\frac{144.00}{2\times2.205}\ \text{meV}=32.65\ \text{meV},
\]

or \(5.23\times10^{-21}\) J. The gap at which the numerically computed kernel of (6) has largest eigenvalue 1 is also 32.65 meV. For gaps of 20, 40 and 60 meV that eigenvalue is 1.278, 0.904 and 0.738, in agreement with (8). The first semiconductor is unstable; for the other two, (9) shows that no paired state of the form considered here lies lower.

Solving the full nonlinear equations below the onset gives the following values, where \(\Delta_0\) is the small-\(k\) value.

| \(E_g/E_B\) | \(na^3\) | \(na^3\) from (12) | \(\Delta_0\) (meV) | min \(2E_k\) (meV) |
|---|---|---|---|---|
| 0.99 | 0.00037 | 0.00037 | 8.7 | 34.1 |
| 0.90 | 0.00387 | 0.00367 | 22.8 | 45.3 |
| 0.80 | 0.00806 | 0.00735 | 27.9 | 51.8 |

At \(E_g/E_B=0.99\), (13) gives \(32.65\times1.045=34.1\) meV, as in the table. At this depth the minimum of \(2E_k\) lies at \(k=0\). To first order \(2E_k=2\xi_k+2\Delta_k^2/D_k\), with \(2\Delta_k^2/D_k=128\pi na^3E_B/(1+k^2a^2)^3\). This term falls with \(k^2a^2\) at a rate of at most \(384\pi na^3E_B=0.44E_B\), while \(D_k\) rises at the rate \(E_B\). The exchange shift, being minus the Fourier transform of a positive function, is most negative at \(k=0\). At 0.90 and 0.80 the minimum has moved to finite \(k\) (\(ka\approx0.4\) and \(0.7\)), so those table entries are smaller than \(2E_0\). At 0.90 the density is \(3.6\times10^{17}\) cm⁻³, about 5% above the leading-order law. The energy per pair is \(-1.61\) meV, against \(-32.65\times0.10/2=-1.63\) meV from (12). At 0.80 the density exceeds the law by about 10%. The amplitude is not small at either point: the conduction occupation \(v_k^2\) at small \(k\) is 0.43 at 0.90 and 0.61 at 0.80. At 0.90 the leading-order value \(n\varphi_0^2=64\pi\times0.00367=0.74\) is already far from 0.43, so the expansion has failed for the small-\(k\) quantities even though the density and energy per pair remain close to (12).

The numerical check also compares (4) and (10) with exact operator algebra in a model with four momenta. In that model, minimizing the energy of the paired state gives 0.20 pairs at a gap 5% below the critical value and none at 5% above it.

## Computed values

```
FOUR-MOMENTUM MODEL (dimensionless energies)
energy functional, max error: 1.0e-15
one-pair Hamiltonian, max error: 4.4e-16
critical added gap: 0.55201
gap/critical 0.95: minimum energy -0.002855, pairs 0.20439
gap/critical 1.05: minimum energy 0.000000, pairs 0.00000
gap equation residual at minimum: 8.5e-09
COULOMB MODEL
m_c/m = 0.4, m_v/m = 0.6, mu/m = 0.240, epsilon = 10
e^2/epsilon = 143.996 meV nm
hbar^2/(2 mu) = 158.749 meV nm^2
E_B from formula = 32.654 meV = 5.2317e-21 J
exciton radius a = 2.2049 nm
E_B from Wannier equation on grid = 32.654 meV
critical gap from gap equation = 32.654 meV
E_g = 20 meV: kernel eigenvalue 1.2778, sqrt(E_B/E_g) 1.2778
E_g = 40 meV: kernel eigenvalue 0.9035, sqrt(E_B/E_g) 0.9035
E_g = 60 meV: kernel eigenvalue 0.7377, sqrt(E_B/E_g) 0.7377
gap-function shape, max error: 8.2e-04
lowest trial energy per pair without E_g = -32.648 meV
quartic coefficient/(E_B a^3): grid 13.6136, 13 pi/3 = 13.6136
n a^3/(1-E_g/E_B) at onset: grid 0.03673, 3/(26 pi) = 0.03673
ORDERED STATE (full nonlinear equations)
E_g/E_B = 0.99, E_g = 32.327 meV:
  n a^3 = 0.000369, linear law 0.000367
  n = 3.447e+16 cm^-3, v^2(k->0) = 0.0691
  Delta(k->0) = 8.652 meV, min 2E_k = 34.120 meV
  energy per pair = -0.1629 meV
E_g/E_B = 0.95, E_g = 31.021 meV:
  n a^3 = 0.001888, linear law 0.001836
  n = 1.761e+17 cm^-3, v^2(k->0) = 0.2732
  Delta(k->0) = 17.661 meV, min 2E_k = 39.620 meV
  energy per pair = -0.8091 meV
E_g/E_B = 0.90, E_g = 29.388 meV:
  n a^3 = 0.003869, linear law 0.003673
  n = 3.609e+17 cm^-3, v^2(k->0) = 0.4336
  Delta(k->0) = 22.764 meV, min 2E_k = 45.335 meV
  energy per pair = -1.6066 meV
E_g/E_B = 0.80, E_g = 26.123 meV:
  n a^3 = 0.008063, linear law 0.007346
  n = 7.522e+17 cm^-3, v^2(k->0) = 0.6139
  Delta(k->0) = 27.878 meV, min 2E_k = 51.804 meV
  energy per pair = -3.1773 meV
```
